# Power-law delayed-fracture lifetime of a brittle low-k dielectric, part 2

How long does a slit-shaped crack in a brittle dielectric under constant tension grow slowly before it runs away? Its half-length $a$ starts at $a_0$ and becomes unstable at $a_c$. The growth law is

$$
\frac{da}{dt}=v(a)=v_0\left(\frac{a}{a_c}\right)^n ,\qquad v_0>0,\quad n>1 .
$$

Here $v_0$ is the speed the law gives at $a_c$. Both $v_0$ and $n$ hold for one temperature and humidity. The initial speed is $v_i=v_0(a_0/a_c)^n$.

The body is linearly elastic, in plane strain and much larger than the slit, with Young modulus $E$, Poisson ratio $\nu$ and $E'=E/(1-\nu^2)$. The slit lies on $y=0$, and the remote stress $\sigma$ acts along $y$. In a film, $x$ runs through the thickness. With $z=x+iy$, an analytic stress function $Z(z)$ gives $\sigma_{yy}=\operatorname{Re}Z$ on $y=0$. At a small distance $r$ ahead of the tip,

$$
\sigma_{yy}\approx\sigma\sqrt{\frac{a}{2r}}=\frac{K}{\sqrt{2\pi r}},\qquad K=\sigma\sqrt{\pi a}.
$$

Below, this distance is written $r_t$, and $r$ denotes a power of a length ratio. The stress intensity $K$ fixes the energy release rate $G=K^2/E'$ at each tip. Rapid fracture begins at $G=G_c$, so that

$$
a_c=\frac{E'G_c}{\pi\sigma^2},\qquad
\frac{a}{a_c}=\frac{G}{G_c}=\left(\frac{K}{K_c}\right)^2,\qquad K_c=\sqrt{E'G_c}.
$$

Integrating $1/v$ from $a_0$ to $a_c$ gives the subcritical lifetime

$$
t_f=\frac{a_c}{v_0(n-1)}\left[\left(\frac{a_c}{a_0}\right)^{n-1}-1\right].
$$

For $(a_c/a_0)^{n-1}\gg1$ this becomes the power law in the initial flaw size,

$$
t_f\approx\frac{a_c^n}{v_0(n-1)}\,a_0^{-(n-1)} .
$$

The example has $\sigma=150$ MPa, $a_0=100$ nm, $n=20$, $v_0=10^{-4}$ m/s, $E=8$ GPa, $\nu=0.25$ and $G_c=3$ J/m², which give $a_c=362$ nm and a life of 92 days.

## A low-k stack and the limits of the prediction

A crack of half-length $a$ grows at $v=v_0(a/a_c)^n$ from $a_0$ to the critical value $a_c=E'G_c/(\pi\sigma^2)$. Here $\sigma$ is the stress, $E'=E/(1-\nu^2)$ is the plane-strain modulus, and $G_c$ is the critical energy release rate. The energy release rate is $G=G_ca/a_c=K^2/E'$ with $K=\sigma\sqrt{\pi a}$, and $K_c$ is the value of $K$ at $a_c$. The lifetime from the first half is

$$
t_f=\frac{a_c}{v_0(n-1)}(r-1),\qquad r=\left(\frac{a_c}{a_0}\right)^{n-1}.
$$

For $r\gg1$ it is nearly $a_0/[(n-1)v_i]$, where $v_i$ is the initial speed.

The example is a stack of porous organosilicate glass, an insulator of low permittivity (low-k), treated as one homogeneous layer 2000 nm thick. The parameters are rough typical values: $E=8$ GPa, $\nu=0.25$, $G_c=3$ J/m², $n=20$ and $v_0=10^{-4}$ m/s. The crack lies midway through the thickness, with $a_0=100$ nm, and the local tensile stress is 150 MPa. The modulus is $E'=8/(1-0.0625)=8.53$ GPa, and

$$
a_c=\frac{(8.533\times10^9)(3)}{\pi(1.5\times10^8)^2}\ \text{m}=3.62\times10^{-7}\ \text{m}=362\ \text{nm}.
$$

The length ratio is 3.6217, and its nineteenth power is $r=4.16\times10^{10}$. The prefactor is

$$
\frac{a_c}{v_0(n-1)}=\frac{3.622\times10^{-7}\ \text{m}}{19\times10^{-4}\ \text{m/s}}=1.91\times10^{-4}\ \text{s}.
$$

Their product is $t_f=7.9\times10^6$ s, or 92 days. A prefactor of a fifth of a millisecond has become three months through the power of a length ratio below four.

The initial speed is $v_i=10^{-4}(1/3.6217)^{20}=6.6\times10^{-16}$ m/s. At that rate the crack would need about 48 years to advance by one micrometre. It does not need to advance so far. The controlling distance is $a_0/(n-1)=100/19=5.3$ nm, and dividing this distance by $v_i$ gives the lifetime again.

The stress enters through $a_c$. With $a_0$, $v_0$, $n$ and $G_c$ held fixed, differentiation of $\ln t_f$ gives

$$
\frac{d\ln t_f}{d\ln a_c}=1+\frac{1}{r-1}\frac{dr}{d\ln a_c}=1+\frac{(n-1)r}{r-1}.
$$

Since $a_c\propto\sigma^{-2}$, each relative change of stress produces minus two times that relative change of $a_c$. Therefore

$$
\frac{d\ln t_f}{d\ln\sigma}=-2\left[1+\frac{(n-1)r}{r-1}\right].
$$

For $r\gg1$ the bracket becomes $n$, and $t_f\propto\sigma^{-2n}$. In the example the exponent is $-40$. A stress higher by 5 percent multiplies the life by $1.05^{-40}=0.14$ and leaves 13 days of the 92. The simple power fails when the flaw is not far below critical. For $n=2$ and $a_c/a_0=2$ one has $r=2$, and the exponent is $-2(1+2)=-6$, whereas $-2n$ would be $-4$. The extra sensitivity arises because a higher stress both speeds the crack and appreciably shortens the distance it has left to grow.

The initial length has a similar influence. At fixed stress, $d\ln r/d\ln a_0=-(n-1)$, and so

$$
\frac{d\ln t_f}{d\ln a_0}=-\frac{(n-1)r}{r-1},
$$

which is $-19$ here. An uncertainty of 1 nm in a flaw of 100 nm changes the life by about 19 percent to first order: it is 17 percent shorter at 101 nm and 21 percent longer at 99 nm. The exponent $n$ matters as well. If $n$ rises from 20 to 21 with $v_0$ and $a_c$ fixed, the life is multiplied by $3.62\times19/20=3.4$, because the speed at small $a$ falls while the speed at $a_c$ stays the same.

For a required life $t$ the formula can be solved for the largest permissible flaw. Multiplying by $(n-1)v_0/a_c$ and adding one gives $(a_c/a_0)^{n-1}=1+(n-1)v_0t/a_c$, and hence

$$
a_{0,\max}=a_c\left[1+\frac{(n-1)v_0t}{a_c}\right]^{-1/(n-1)} .
$$

Ten years of 365 days are $3.15\times10^8$ s. Divided by the prefactor of $1.91\times10^{-4}$ s this is $1.65\times10^{12}$, and the result is $a_{0,\max}=82$ nm. A flaw smaller by 18 percent thus lasts about forty times longer. The formula gives the permissible flaw only for a body much larger than the crack, at the stated constant stress, temperature and humidity, and only if the growth law applies at the very low speeds involved.

That last condition is the weakest part of the prediction. At $10^{-10}$ m/s a crack covers one micrometre in about three hours, which makes a growth measurement slow but possible. The model reaches this speed at

$$
a_s=a_c\left(\frac{10^{-10}}{10^{-4}}\right)^{1/20}=181.5\ \text{nm},
$$

and from there it needs only about 96 s to become critical. If the law were fitted between $10^{-10}$ and $10^{-4}$ m/s, practically all of the 92 days would lie outside the fitted range.

Another law can agree at both ends of that range and still give a very different life. If the crack driving force lowers the barrier for breaking a bond in proportion to $G$, the thermal rate is exponential in $G$, and therefore in $a$:

$$
v_e(a)=v_0\exp\left[\beta\left(\frac{a}{a_c}-1\right)\right].
$$

Matching at $a_s$ requires

$$
\beta=\frac{\ln10^6}{1-a_s/a_c}=27.7 .
$$

The integral of $1/v_e$ from $a_0$ to $a_c$ is elementary:

$$
t_e=\frac{a_c}{\beta v_0}\left\{\exp\left[\beta\left(1-\frac{a_0}{a_c}\right)\right]-1\right\}=6.7\times10^4\ \text{s}.
$$

This is 19 hours instead of 92 days, shorter by a factor of about 120. The direction of the change follows from the shape of the two curves. As a function of $a$, $\ln v_e$ is a straight line, while $\ln v$ for the power law is concave because it contains $n\ln a$. A concave curve that meets a line at two points lies above it between them and below it outside them. Below $a_s$, where the time is spent, the power law is therefore the slower of the two. The two matched speeds do not decide which continuation is right. Between them the laws differ by at most a factor of 3.3 in speed, the effect of a 6 percent shift in $G$. The factor of 120 also depends on how the match is made: an exponential fitted to $\ln v$ by least squares over the whole range, evenly in $a$, shortens the life by a factor of about 300.

A threshold acts in the other direction. Bonds can also re-form, and at some value $G_{th}$ the forward and backward rates balance. Let $A_b$ be the area opened per bond, $k_B$ the Boltzmann constant and $T$ the temperature. The ratio of backward to forward rate is then $\exp[-(G-G_{th})A_b/k_BT]$. If the power law gives the forward speed, the net speed is

$$
v_{\rm net}=v\left\{1-\exp\left[-\frac{(G-G_{th})A_b}{k_BT}\right]\right\}.
$$

Take $G_{th}=0.5$ J/m² and $A_b=0.1$ nm² as rough values, with $T=298$ K. The initial energy release rate is $G=3\times100/362=0.83$ J/m², so the exponent is about $-8$ and the backward rate is 0.03 percent of the forward rate. Numerical integration of $1/v_{\rm net}$ lengthens the life by less than 0.02 percent. The formula is rough near the threshold. The backward rate it implies varies as $G^n\exp(-GA_b/k_BT)$ and rises with $G$ up to $nk_BT/A_b=0.82$ J/m², whereas a larger driving force should hinder the re-forming of bonds. The small change in life also depends on the distance from the threshold. Flaws below $a_cG_{th}/G_c=60$ nm would not grow at all, and if $G_{th}$ were above 0.83 J/m² the same would be true of the 100 nm flaw. The power law would then predict failure where none occurs by this mechanism. The value 0.5 J/m² is an assumption, and the initial $G$ is only 28 percent of $G_c$, so whether such a flaw grows at all in a real film depends on the threshold measured for that film and environment.

The finite thickness $W=2000$ nm changes the stress around the crack. An estimate comes from a row of equal cracks along $x$ with spacing $W$, for which the stress function is

$$
Z=\frac{\sigma\sin(\pi z/W)}{\sqrt{\sin^2(\pi z/W)-\sin^2(\pi a/W)}} .
$$

It is imaginary on every crack and tends to $\sigma$ far from the row. Close to a tip, at $x=a+r_t$, the difference under the root is approximately $2\sin(\pi a/W)\cos(\pi a/W)\,\pi r_t/W$. Multiplying the stress by $\sqrt{2\pi r_t}$ then gives

$$
K=\sigma\sqrt{W\tan\frac{\pi a}{W}} .
$$

The lines midway between the cracks carry no shear, by symmetry. They may carry a normal stress, so they only approximate free faces. At 100 nm this $K$ exceeds $\sigma\sqrt{\pi a}$ by 0.4 percent. Because the speed varies as $K^{40}$, even this correction matters: numerical integration up to the same $a_c$ gives 0.83 of the original life. The row understates the effect. In a strip with truly free faces $K$ rises by about 0.6 percent at 100 nm, and the life falls to about 0.77 of the original. A substrate stiffer than the film should resist the opening and work in the opposite direction; that effect has not been calculated.

Temperature can matter more. Suppose that $v_0$ follows an Arrhenius law with a rough activation energy of 0.5 eV, and that $n$, $G_c$, stress and humidity stay fixed. Between 25 and 85 °C the speed rises by

$$
\exp\left[\frac{0.5\ \text{eV}}{k_B}\left(\frac{1}{298.15\ \text{K}}-\frac{1}{358.15\ \text{K}}\right)\right]=26 ,
$$

and the life falls from 92 to 3.5 days. Keeping $n$ fixed is itself an assumption. In a thermally activated law with a barrier linear in $G$, the steepness $\beta$ would vary as $1/T$. For the exponential law above, with the same 0.5 eV for $v_0$, the life would then fall by a factor of about 600 instead of 26, because the barrier is higher at the small driving force where the crack spends its time.

Two other simplifications have little effect on the mean life for these numbers. The first is the neglect of a limit on how fast water can reach a moving tip. If this caps the speed at $10^{-6}$ m/s, the crack is delayed by 0.06 s, since the cap acts only near the end. The second is the treatment of growth as continuous. If the crack advances in steps $b=0.3$ nm and waits a time $b/v(a)$ before each, the integral becomes a sum evaluated at the start of every step. When the integrand falls smoothly, by a small fraction in each step and to a negligible value at the end, the sum exceeds the integral by about half of the first term, $b/(2v_i)$. Relative to the life $a_0/[(n-1)v_i]$ this is

$$
\frac{(n-1)b}{2a_0}=\frac{19\times0.3}{200}=0.029 .
$$

The explicit sum also gives an increase of 2.9 percent. At the initial speed one such step takes about five days. If the whole front moved in such steps after random, exponentially distributed waits of mean $b/v(a)$, each wait would have the variance $(b/v)^2$. The sum of these variances gives the life of a single crack a standard deviation of about 17 percent, so the growth law then describes only the mean.

Set beside real interconnect structures, the modulus and fracture energy are in the usual range for organosilicate glass, but other choices are severe. Residual film stresses are more typically some tens of megapascals, so 150 MPa stands for a place where package or thermal loads are concentrated, such as a metal edge. A slit 200 nm wide is far larger than the nanometre-scale pores and represents processing damage that is much longer than it is wide. Because the speed varies as $K^{40}$, the requirement is strict: an elliptical flaw ten times longer than wide starts about 1.9 times slower than the slit, and one thirty times longer still about 1.1 times slower. A round, flat flaw of the same width has a $K$ smaller by the factor $2/\pi$. Its energy release rate would be only 0.34 J/m², below the threshold of 0.5 J/m² assumed above, and it would not grow. A thickness of 2000 nm corresponds to several wiring levels, and the copper lines within them are ignored. Real devices also break the assumption of uniform, constant stress. A stress just 5 percent higher over the whole crack cuts the life by a factor of seven, while a stress that peaks at the middle of the crack and decays to both sides would make the crack accelerate less than a uniform stress does. A tip that grows toward a stress concentration can accelerate more. Together with the factor of 120 from the choice of growth law and the factor of 26 or more from temperature, this makes the 92 days a property of the model and its inputs, not a qualified product life.

The geometry sets a further limit. The critical crack must fit inside the layer, and here $2a_c=724$ nm does. Free faces would lower the critical length by about 12 percent, with almost no effect on the life because the last stage is so brief. At 50 MPa, with the same material, $a_c$ would be nine times larger, about 3.3 µm, and would exceed the thickness. A 100 nm flaw would then have $G=0.09$ J/m², below the threshold of 0.5 J/m² assumed above, and would not grow. For flaws large enough to grow, the nearby faces would change $K$ too much for the lifetime formula to hold. In a film bonded to a substrate, a crack that spans the thickness can run along the film as a channel. Once the channel is much longer than the film is thick, each further advance shifts the same shape of crack front forward. The energy released per unit area then no longer depends on the channel length. If this energy lies between $G_{th}$ and $G_c$, the channel grows slowly. At constant stress and environment its speed $v_{ch}$ is then constant, and a distance $L$ takes the time $L/v_{ch}$. In this slow case the lifetime is linear in the distance to be covered, and the power law in the initial flaw size no longer applies. Above $G_c$ the channel runs rapidly. For a 2000 nm film on a substrate with the same elastic constants, the channel releases about 10 J/m² at 150 MPa, above $G_c$, and about 1.2 J/m² at 50 MPa, in the slow range; a stiffer substrate lowers both values.
